# Why moving one strong scatterer shifts a coherent metal sheet's conductance size-independently

**Question.** A coherent two-dimensional metal holds \(N\) scatterers, and \(N\) grows with its area. Why does moving a single strong scatterer change the conductance by an rms amount that does not shrink as the sample grows?

**Answer.** The guess that each scatterer controls a share \(1/N\) of the conductance fluctuations treats the scatterers as independent contributors. They are not. An electron that diffuses across a larger sheet makes more collisions, and in two dimensions their number grows as fast as \(N\). One scatterer therefore sits on a fixed share of the interfering paths. This holds to leading order in \(1/(k\ell)\), where \(k\) is the Fermi wavenumber and \(\ell\) the mean free path; slow logarithms correct it.

## The mechanism: visits per scatterer

The sheet has length \(L\) between wide contacts and width \(W\). The scatterer density \(n_i\) and \(L/W\) stay fixed as \(L\) grows. Take a walker that starts at \(x_0\) near the left contact, with diffusion constant \(D\). Its mean time per unit length at \(x>x_0\) is \((x_0/D)(1-x/L)\). Selecting walkers that exit on the right multiplies this by the exit probability from \(x\), which is \(x/L\), over that from \(x_0\), which is \(x_0/L\). The mean crossing time is

\[
t_{\rm cross}=\frac1D\int_0^L x\left(1-\frac xL\right)dx=\frac{L^2}{6D}.
\]

In strict 2D, \(D=\ell^2/(2\tau)\), with \(\tau\) the time between collisions, so a crossing makes \(L^2/(3\ell^2)\) collisions. For a square with \(N=n_iL^2\) identical scatterers, each is visited on average \(1/(3n_i\ell^2)\) times. The size has cancelled.

Moving the scatterer changes the phases of the paths that visit it. Classically this averages out. In a coherent sample the interference terms give conductance fluctuations of order \(e^2/h\) at any size, and a fixed share of them is redrawn.

## The formula, part one: the variance

Let \(g=G/(e^2/h)\) for one spin, and let \(R=(E-H+i0)^{-1}\). With \(\varphi(x)\) rising linearly from 0 to 1 across the sheet, the current operator is \(J=(i/\hbar)[H,\varphi]\), which is \(v_x/L\) inside. The Kubo formula and \({\rm Im}\,R=(R-R^\dagger)/2i\) give

\[
g=2\hbar^2\,{\rm Tr}\,[J\,{\rm Im}R\,J\,{\rm Im}R]
=\hbar^2{\rm Tr}[JRJR^\dagger]-\hbar^2{\rm Re\,Tr}[JRJR].
\]

The last term hardly fluctuates. Since \([R^{-1},\varphi]=-[H,\varphi]\), one has \(RJR=(i/\hbar)[R,\varphi]\), and hence

\[
{\rm Tr}[JRJR]=\frac i\hbar{\rm Tr}\big(R[\varphi,J]\big)=-\frac1m{\rm Tr}(R\varphi'^2).
\]

With \(\varphi'=1/L\) and fluctuations of \({\rm Tr}R\) of order \(L^2/(\hbar D)\), its contribution to \(g\) is of order \(\hbar/(mD)\sim1/(k\ell)\). It is dropped.

The covariance of \(g\) with \(g'\), the conductance of a second configuration, comes from pairing a path in \(R\) with the same path in \(R'^\dagger\). For weak short-range background disorder of strength \(u\), \(1/\tau=2\pi\nu u/\hbar\), with \(\nu\) the density of states per spin and area. Repeated paired collisions form a ladder \(F\) obeying \(F=u\,\delta+(1+\tau D\nabla^2)F\), so

\[
F=\frac{u}{\tau D}P=\frac{\hbar}{2\pi\nu\tau^2D}P,\qquad -\nabla^2P=\delta(\mathbf r-\mathbf r').
\]

\(P\) vanishes at the contacts and has no flux through the side edges. Two ladders join two small regions, where the velocities sit.

*Case 1.* Each region holds one velocity from each conductance. With \(\hbar/2\tau\) the level half-width and \(\langle v_x^2\rangle=D/\tau\), a region contributes

\[
B=\sum_{\mathbf k}v_x^2|R_{\mathbf k}|^4
=\nu\frac D\tau\int\frac{d\xi}{[\xi^2+(\hbar/2\tau)^2]^2}
=\frac{4\pi\nu D\tau^2}{\hbar^3}.
\]

An extra impurity line inside the region would put the two velocities into separate isotropic sums, which vanish. The factors are \(\hbar^4/L^4\) from the two conductances, \(B^2\) and two ladders:

\[
\frac{\hbar^4}{L^4}\left(\frac{4\pi\nu D\tau^2}{\hbar^3}\,\frac{\hbar}{2\pi\nu\tau^2D}\right)^2{\rm Tr}P^2=\frac{4\,{\rm Tr}P^2}{L^4}.
\]

*Case 2.* One region holds both velocities of \(g\), the other both of \(g'\). The bare value is again \(B\), but an impurity line can now bridge the velocity pair. Using \(\int R^2R^\dagger d\xi=-2\pi i\tau^2/\hbar^2\), it adds

\[
u\,\frac D\tau\left(-\frac{2\pi i\nu\tau^2}{\hbar^2}\right)^2=-\frac{2\pi\nu D\tau^2}{\hbar^3}=-\frac B2 .
\]

Each region is halved, so the diagram gives \({\rm Tr}P^2/L^4\). There are two such diagrams, since the long closed path may belong to \(R\) or to \(R^\dagger\). Putting all four velocities in one region leaves the other without any, which costs a factor of order \((\ell/L)^2\). A ladder ending on a single velocity gives a gradient whose integral vanishes between the absorbing contacts.

The sum is \(4+2=6\). Time-reversal symmetry also allows pairing with reversed paths and doubles it. Two spins with identical fluctuations multiply it by \(s^2=4\). With \(\beta=1\) for time-reversal symmetry and \(\beta=2\) without,

\[
{\rm var}\,g=6s^2\frac2\beta\,\frac{{\rm Tr}P^2}{L^4}.
\]

The material constants \(\nu\), \(\tau\) and \(D\) have all cancelled. The boxes were computed for weak background disorder; the lattice calculation below examines strong scatterers.

## The formula, part two: one moved scatterer

Now let \(R\) see a scatterer at its old position and \(R'^\dagger\) see it displaced by \(\boldsymbol\delta\). Both amplitudes lose weight by out-scattering, together at the rate coefficient \(v\sigma\), with \(v\) the Fermi speed and \(\sigma\) the cross-section. In-scattering from \(\mathbf k\) to \(\mathbf k'\) returns that weight with a phase \((\mathbf k-\mathbf k')\cdot\boldsymbol\delta\). For s-wave scattering, the average over both directions is \(A=|\langle e^{i\mathbf k\cdot\boldsymbol\delta}\rangle|^2\). The unbalanced loss is

\[
\gamma=v\sigma(1-A),\qquad
\big[-\nabla^2+\kappa\,\delta(\mathbf r-\mathbf r_0)\big]P_\kappa=\delta(\mathbf r-\mathbf r'),\qquad \kappa=\frac\gamma D .
\]

In strict 2D, \(D=v\ell/2\) and \(\kappa=2\sigma(1-A)/\ell\). Nothing absorbs electrons; what is lost is the memory shared by the two configurations.

To first order, \(P_\kappa=P-\kappa P|\mathbf r_0\rangle\langle\mathbf r_0|P\), so \({\rm Tr}P_\kappa^2={\rm Tr}P^2-2\kappa P^3(\mathbf r_0,\mathbf r_0)\). Both configurations have the same mean and variance, hence

\[
\langle(\Delta g)^2\rangle=2[C_{\rm old,old}-C_{\rm old,new}]
=24s^2\frac2\beta\,\frac{\kappa P^3(\mathbf r_0,\mathbf r_0)}{L^4}.
\]

Averaging over \(\mathbf r_0\) replaces \(P^3(\mathbf r_0,\mathbf r_0)\) by \({\rm Tr}P^3/(LW)\). The modes \(\sin(n\pi x/L)\cos(m\pi y/W)\) give \({\rm Tr}P^3=L^6S_3\), and

\[
\boxed{\langle(\Delta g)^2\rangle=24s^2\frac2\beta\,\kappa\,\frac LW\,S_3},\qquad
S_3=\sum_{n\ge1,\,m\ge0}\frac1{[\pi^2(n^2+m^2L^2/W^2)]^3}.
\]

The size cancels as \(L^6/(L^4\cdot L^2)\). For a \(d\)-dimensional cube the last factor is \(L^d\), so the mean square scales as \(L^{2-d}\): it falls as \(1/L\) in a bulk cube. In a wire of fixed width it grows as \(L\), until localization or saturation intervenes. Two dimensions are the marginal case.

"Strong" sets the magnitude. Unitarity limits an s-wave cross-section in 2D to \(4/k\), so \(\kappa\le8/(k\ell)\). A weak scatterer gives a smaller change, equally independent of size at this order.

The formula also shows where the \(1/N\) guess fails. Moving \(M\) scatterers spread over a square raises each mode value \(\lambda=\pi^2(n^2+m^2)\) by about \(M\kappa\). The pattern is largely redrawn once \(M\kappa\) exceeds the lowest value, \(\pi^2\), where the mode sum puts the correlation between old and new conductance at about 0.37. That takes roughly \(\pi^2/\kappa\) scatterers, however many the sheet contains.

## Where size creeps back in

A path may return to the moved scatterer. Summing the returns replaces \(\kappa\) in \(P_\kappa\) by \(\kappa/[1+\kappa P(\mathbf r_0,\mathbf r_0)]\). In 2D, \(P(\mathbf r_0,\mathbf r_0)\) grows as \((1/2\pi)\ln(L/\ell)\), so returns alone make the effect decline slowly. Weak localization gives logarithms of the same order, whose net effect on the rms change is not worked out here. The result needs \(\ell\ll L\), \(L\) well below the localization length, and phase coherence throughout.

## A lattice calculation without diffusion theory

On a square lattice with hopping 1, energy \(-1.5\) and one spin, 10% of the sites carried an impurity potential \(-4\), close to the unitarity limit. Recursive Green functions gave the transmission and its change when an impurity moved sideways by one site. The theory gives \(\ell=4.4\) sites and \(\kappa=0.88\). The contacts add 6.7 sites to the effective length, which was matched to the width. Moved impurities lay in the central half, where \(P^3(\mathbf r_0,\mathbf r_0)\) exceeds its sample average.

- 41 impurities: rms change \(0.255\pm0.004\)
- 92 impurities: \(0.243\pm0.005\)
- 197 impurities: \(0.239\pm0.005\)

The rms fell by \((6\pm3)\)%, whereas a \(1/\sqrt N\) law would have cut it to 46% of its first value. First-order theory for the central half gives 0.288. Including returns, estimated on a diffusion grid of spacing \(\ell\), gives 0.225 to 0.219. The grid spacing is a rough cutoff: halving or doubling it shifts these values by 0.006 to 0.008. The lattice values lie between the first-order and return-corrected estimates in each case. The mean conductance was 15 to 22% below the diffusion estimate, which already includes the weak-localization logarithm, with the gap widening with size, so corrections beyond leading order are visible here.

The pooled variance was 0.201, with a sampling error of about 0.011, against 0.186 from theory. In sheets this small the comparison needs a fixed impurity number, because the classical variance from a varying count falls only roughly as \(1/N\). In the smallest sheet, letting the number vary raised the variance from 0.207 to 0.478, and 0.259 of the latter followed the impurity count.

## The number: a thin metal film

Take a film of thickness \(b=2\) nm with \(k=12\) nm⁻¹, \(\ell=2\) nm and the free-electron mass. Its electrons move in three dimensions over short distances, but diffusion is two-dimensional for \(L\gg b\). Spreading the loss over the thickness and using \(D=v\ell/3\) gives \(\kappa=3\sigma(1-A)/(\ell b)\).

For a unitary s-wave scatterer moved by 0.25 nm,

\[
\sigma=\frac{4\pi}{k^2}=0.0873\ {\rm nm^2},\quad
A=\left(\frac{\sin3}{3}\right)^2=0.0022,\quad
\kappa=\frac{3(0.0873)(0.9978)}{2\times2}=0.0653 .
\]

A square has \(S_3=0.001212\). With \(s=2\) and \(\beta=1\),

\[
\Delta g_{\rm rms}=\sqrt{24\times4\times2\times0.0653\times0.001212}=0.123,
\]

or 4.8 µS. The film density of states, both spins included, is \(mkb/(\pi^2\hbar^2)\). Multiplying by \(hD\), with \(D=\hbar k\ell/(3m)\), gives \(g=2k^2\ell b/(3\pi)=122\), or 4.7 mS. This uses the bulk density of states; counting the seven filled subbands between hard walls, at the same \(k\) and \(\ell\), gives about 110, or about 118 at the same electron density. The relative change is \(1.0\times10^{-3}\).

If all scatterers are identical, their density is \(1/(\sigma\ell)=5.73\) nm⁻³. A 200 nm square holds \(4.6\times10^5\), so each supplies classically a share \(1/N=2.2\times10^{-6}\) of the resistance, some 460 times smaller than the relative change found here. About \(\pi^2/0.0653\approx150\) moved scatterers would largely redraw the pattern.

Temperature limits the size independence. Electrons whose energies differ by \(xk_BT\) have \(\lambda\) replaced by \(\lambda+i\epsilon\), with \(\epsilon=xk_BTL^2/(\hbar D)\). The ladders have opposite energy differences in case 1 and equal ones in case 2, so the variance terms are \(4/|\lambda+i\epsilon|^2\) and \(2{\rm Re}(\lambda+i\epsilon)^{-2}\). Differentiating with respect to \(\lambda\), as the moved scatterer requires, gives the thermal factor for the mean square:

\[
\frac{\int dx\,K(x)\sum[8\lambda/(\lambda^2+\epsilon^2)^2+4{\rm Re}(\lambda+i\epsilon)^{-3}]}{\sum12/\lambda^3}.
\]

Here \(K(x)=\int w(y)w(y+x)dy\) and \(w(y)=1/[4\cosh^2(y/2)]\) is the Fermi window. Numerical integration at 0.1 K gives rms changes of 0.123, 0.120 and 0.098 for \(L=100\), 200 and 400 nm. The Thouless energy \(\pi^2\hbar D/L^2\) is 150 µeV, or 1.75 K, at 200 nm and four times smaller at 400 nm. At 4 K thermal averaging alone leaves the 200 nm rms at 31% of its zero-temperature value. These numbers omit dephasing; the electron-electron rate given below, with a length near 230 nm at 4 K, lowers 31% to about 29%, and lowers the 400 nm value at 0.1 K from 0.098 to 0.097. The applied voltage times the electron charge must also stay below the Thouless energy.

Returns, weak localization and electron-electron dephasing make only small corrections at 200 nm and 0.1 K. The return logarithm \((\kappa/2\pi)\ln(L/\ell)\) is 4.8% of the mean square, and weak localization, \((2/\pi)\ln(L/\ell)/g\), is 2.4% of \(G\). The usual electron-electron dephasing rate, \((k_BT/\hbar)\ln(g/2)/g\), gives a length near 1450 nm at 0.1 K. Spin-orbit coupling, where present, can matter more. In the diffusive limit, once it randomizes spins over a distance much shorter than \(L\), only one of the four spin-pairing channels survives and the rms tends to half its value, 0.062. Weaker coupling reduces it less.

These parameters are rough values for a very thin, strongly disordered film such as an interconnect liner; the short mean free path and the unitary cross-section favour a large effect. The low-temperature numbers assume a normal metal, whereas some liner metals, tantalum among them, can superconduct at 0.1 K. A working interconnect near 300 K breaks the coherence assumption. The thermal length \(\sqrt{\hbar D/k_BT}\) is then 4.9 nm, and a phonon dephasing rate of roughly \(2\pi k_BT/\hbar\) gives a length of 1.9 nm. Since \(g\) contains \(J\), and with it \(\varphi'\), twice, a change in one coherent patch is weighted by its voltage share squared, \((1.9/200)^2\approx9\times10^{-5}\). The mode sum supplies the prefactor. Dephasing replaces \(\lambda\) by \(\lambda+a\), with \(a=(200/1.9)^2\). For large \(a\) the sum tends to \(1/(8\pi a^2)\), so the rms is multiplied by \(1/(a\sqrt{8\pi S_3})\approx5.7/a\). That suggests about \(6\times10^{-5}e^2/h\) instead of \(0.12\,e^2/h\); thermal averaging accounts for only about 10%, because the thermal length exceeds the dephasing length. It is an order-of-magnitude extrapolation, because the patch is no larger than \(\ell\) and \(b\).
